# Charge and Capacitance of the Diffuse Layer at a Planar Electrode: a numerical check

```python
"""
Planar Poisson-Boltzmann equation for a z:z electrolyte beside an electrode.
Results under test:
  Grahame relation   sigma = sqrt(8 eps kT n0) sinh(z e psi0 / 2kT)
  capacitance        C = (eps/lambda) cosh(z e psi0 / 2kT)
  profile            tanh(z e psi/4kT) = tanh(z e psi0/4kT) exp(-x/lambda)
  zero charge, water at 25 C, z = 1:  C0 = about 228 sqrt(c) uF/cm2, c in mol/L
Symbols: psi potential relative to bulk, psi0 its value at x = 0,
sigma electrode charge per area, n0 bulk number density of each ion,
eps permittivity, lambda Debye length. SI units unless a name says otherwise.
The reference side solves the second-order equation numerically and integrates
the ion charge; it uses neither lambda nor a first integral.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, simpson, quad
from scipy.optimize import brentq

e, kB, NA, eps0 = const.e, const.k, const.N_A, const.epsilon_0
T = 298.15
eps_r = 78.4
eps = eps_r * eps0
kT = kB * T


# ---------- derived formulas ----------
def density(c):
    return 1000 * NA * c


def debye(c, z=1):
    return np.sqrt(eps * kT / (2 * z**2 * e**2 * density(c)))


def grahame(psi0, c, z=1):
    return np.sqrt(8 * eps * kT * density(c)) * np.sinh(z * e * psi0 / (2 * kT))


def capacitance(psi0, c, z=1):
    return eps / debye(c, z) * np.cosh(z * e * psi0 / (2 * kT))


def profile(x, psi0, c, z=1):
    t = np.tanh(z * e * psi0 / (4 * kT)) * np.exp(-x / debye(c, z))
    return 4 * kT / (z * e) * np.arctanh(t)


# ---------- numerical reference ----------
def solve_layer(psi0, c, z=1, length_nm=80.0):
    """Return potential function of x in nm and the electrode charge."""
    n0 = density(c)
    factor = 2 * z * e * n0 / eps * 1e-18   # V per nm^2

    def rhs(x, u):
        return np.vstack((u[1], factor * np.sinh(z * e * u[0] / kT)))

    def ends(ua, ub):
        return np.array([ua[0] - psi0, ub[0]])

    x = np.linspace(0, length_nm, 801)
    start = psi0 * np.exp(-x / 3.0)
    sol = solve_bvp(rhs, ends, x, np.vstack((start, -start / 3.0)),
                    tol=1e-9, max_nodes=50000)
    assert sol.success, sol.message
    grid = np.linspace(0, length_nm, 16001)
    y = z * e * sol.sol(grid)[0] / kT
    rho = z * e * n0 * (np.exp(-y) - np.exp(y))
    return sol.sol, -simpson(rho, x=grid * 1e-9)


c = 0.01
psi0 = -0.100
step = 0.001
lam = debye(c)
y0 = e * psi0 / kT
C_H = 0.20   # compact-layer capacitance, F/m2, rough

potential, sigma_num = solve_layer(psi0, c)
sigma = grahame(psi0, c)
assert abs(sigma_num / sigma - 1) < 5e-5

# Profile and its far tail
for x_nm in (0.5, 1.0, 3.0, 6.0, 10.0):
    assert abs(potential(x_nm)[0] - profile(x_nm * 1e-9, psi0, c)) < 1e-6
far = 4 * kT / e * np.tanh(y0 / 4)
far_num = potential(15.0)[0] * np.exp(15e-9 / lam)
assert abs(far_num / far - 1) < 1e-3

# Valence dependence
_, sigma_z2 = solve_layer(0.06, 0.003, z=2)
assert abs(sigma_z2 / grahame(0.06, 0.003, z=2) - 1) < 5e-5


# Finite differences; a 1 mV step has a relative truncation error near 6e-5
def numeric_slopes(center, conc):
    low, high = center - step, center + step
    s_low = solve_layer(low, conc)[1]
    s_high = solve_layer(high, conc)[1]
    diffuse = (s_high - s_low) / (high - low)
    total_drop = (high + s_high / C_H) - (low + s_low / C_H)
    return diffuse, (s_high - s_low) / total_drop


def series(C):
    return 1 / (1 / C_H + 1 / C)


C = capacitance(psi0, c)
C0 = capacitance(0.0, c)
C_num, total_num = numeric_slopes(psi0, c)
C0_num, total0_num = numeric_slopes(0.0, c)
C0_dilute, _ = numeric_slopes(0.0, c / 4)
assert abs(C_num / C - 1) < 2e-4
assert abs(C0_num / C0 - 1) < 2e-4
assert abs(total_num / series(C) - 1) < 2e-4
assert abs(total0_num / series(C0) - 1) < 2e-4
assert abs(C0_num / C0_dilute - 2) < 1e-3
C_from_charge = np.sqrt(C0**2 + (e * sigma_num / (2 * kT))**2)
assert abs(C_num / C_from_charge - 1) < 2e-4
prefactor_num = 100 * C0_num / np.sqrt(c)
assert abs(prefactor_num - 228) < 1


# ---------- sizes of neglected effects ----------
def finite_size_charge(psi, diameter):
    """Charge from the first integral with Bikerman ion densities."""
    n0 = density(c)
    packing = 2 * diameter**3 * n0

    def charge_density(p):
        y = e * p / kT
        return 2 * e * n0 * np.sinh(y) / (1 + packing * (np.cosh(y) - 1))

    work = quad(charge_density, 0, abs(psi), epsabs=0, epsrel=1e-11)[0]
    return np.sign(psi) * np.sqrt(2 * eps * work)


assert abs(finite_size_charge(psi0, 0.0) / sigma - 1) < 1e-8
diameter = 0.7e-9
sigma_size = finite_size_charge(psi0, diameter)
C_size = (finite_size_charge(psi0 + step, diameter)
          - finite_size_charge(psi0 - step, diameter)) / (2 * step)

# Langevin polarization: optical permittivity and inverse field, both rough
eps_optical = 1.78
beta = 1.4e-8


def displacement(E):
    x = beta * E
    langevin = 1 / np.tanh(x) - 1 / x
    return eps0 * (eps_optical * E + (eps_r - eps_optical) * 3 / beta * langevin)


def field_stress(E):
    return E * displacement(E) - quad(displacement, 0, E)[0]


pressure = 2 * density(c) * kT * (np.cosh(y0) - 1)
field = abs(sigma) / eps
field_sat = brentq(lambda E: field_stress(E) - pressure, 0.3 * field, 3 * field)
sigma_sat = displacement(field_sat)
eps_wall = sigma_sat / (eps0 * field_sat)

bjerrum = e**2 / (4 * np.pi * eps * kT)
coupling = 2 * np.pi * bjerrum**2 * abs(sigma) / e
image_distance = 0.35e-9
image_energy = bjerrum / (4 * image_distance)
eps_slope = -0.0046   # relative permittivity change per K, rough
warm = 10.0
C0_warm_ratio = np.sqrt(np.exp(eps_slope * warm) * T / (T + warm))


# ---------- printed numbers ----------
def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("temperature", T, "K", 2)
show("relative permittivity of water (input)", eps_r, "", 1)
show("thermal voltage kT/e", 1e3 * kT / e, "mV", 2)
show("Debye length at 1 mol/L", 1e9 * debye(1.0), "nm", 4)
show("C0 at 1 mol/L, formula", 100 * capacitance(0, 1.0), "uF/cm2", 2)
show("C0/sqrt(c), numerical solution", prefactor_num, "uF/cm2", 2)
show("Grahame prefactor at 1 mol/L", 100 * grahame(2*kT/e*np.arcsinh(1), 1.0),
     "uC/cm2", 2)
show("example concentration", c, "mol/L", 3)
show("example psi0", psi0, "V", 3)
show("reduced potential e psi0/kT", y0)
show("Debye length", 1e9 * lam, "nm")
show("charge, Grahame", 100 * sigma, "uC/cm2", 4)
show("charge, numerical solution", 100 * sigma_num, "uC/cm2", 4)
show("charge, linear theory C0 psi0", 100 * C0 * psi0, "uC/cm2")
show("C0", 100 * C0, "uF/cm2", 2)
show("C at psi0, formula", 100 * C, "uF/cm2", 2)
show("C at psi0, numerical solution", 100 * C_num, "uF/cm2", 2)
show("C0 ratio on fourfold concentration, numerical", C0_num / C0_dilute, "", 4)
show("wall field magnitude", field / 1e8, "MV/cm")
show("cation concentration at wall", c * np.exp(-y0), "mol/L")
show("anion concentration at wall", c * np.exp(y0), "mol/L", 6)
for x_nm in (1.0, 3.0, 10.0):
    show(f"psi at {x_nm:.0f} nm, formula",
         1e3 * profile(x_nm * 1e-9, psi0, c), "mV")
    show(f"psi at {x_nm:.0f} nm, numerical", 1e3 * potential(x_nm)[0], "mV")
show("apparent far-field surface potential", 1e3 * far, "mV", 2)
show("limit 4kT/e of its magnitude", 4e3 * kT / e, "mV", 2)
show("compact-layer capacitance (rough input)", 100 * C_H, "uF/cm2", 1)
show("compact-layer voltage drop", sigma / C_H, "V")
show("total electrode potential from zero charge", psi0 + sigma / C_H, "V")
show("total capacitance at zero charge", 100 * series(C0), "uF/cm2", 2)
show("total capacitance at psi0", 100 * series(C), "uF/cm2", 2)
show("total at zero charge, 1 mol/L", 100 * series(capacitance(0, 1.0)),
     "uF/cm2", 2)
show("ion diameter (rough input)", 1e9 * diameter, "nm", 2)
show("finite ion size: charge change", 100 * (sigma_size / sigma - 1), "%", 2)
show("finite ion size: C change", 100 * (C_size / C - 1), "%", 2)
show("optical permittivity (rough input)", eps_optical, "", 2)
show("saturation field 1/beta (rough input)", 1 / beta / 1e8, "MV/cm", 2)
show("saturated relative permittivity D/(eps0 E) at wall", eps_wall, "", 1)
show("saturation: charge change", 100 * (sigma_sat / abs(sigma) - 1), "%", 2)
show("Bjerrum length", 1e9 * bjerrum, "nm")
show("correlation coupling parameter", coupling)
show("bulk correlation ratio lB/(2 lambda)", bjerrum / (2 * lam))
show("image distance (rough input)", 1e9 * image_distance, "nm", 2)
show("unscreened image attraction", image_energy, "kT", 2)
show("permittivity slope (rough input)", 100 * eps_slope, "%/K", 2)
show("C0 change on warming by 10 K", 100 * (C0_warm_ratio - 1), "%", 1)
print("tests ok")
```

Printed output:

```
temperature: 298.15 K
relative permittivity of water (input): 78.4
thermal voltage kT/e: 25.69 mV
Debye length at 1 mol/L: 0.3040 nm
C0 at 1 mol/L, formula: 228.34 uF/cm2
C0/sqrt(c), numerical solution: 228.35 uF/cm2
Grahame prefactor at 1 mol/L: 11.73 uC/cm2
example concentration: 0.010 mol/L
example psi0: -0.100 V
reduced potential e psi0/kT: -3.892
Debye length: 3.040 nm
charge, Grahame: -4.0235 uC/cm2
charge, numerical solution: -4.0235 uC/cm2
charge, linear theory C0 psi0: -2.283 uC/cm2
C0: 22.83 uF/cm2
C at psi0, formula: 81.56 uF/cm2
C at psi0, numerical solution: 81.57 uF/cm2
C0 ratio on fourfold concentration, numerical: 2.0000
wall field magnitude: 0.580 MV/cm
cation concentration at wall: 0.490 mol/L
anion concentration at wall: 0.000204 mol/L
psi at 1 nm, formula: -62.060 mV
psi at 1 nm, numerical: -62.060 mV
psi at 3 nm, formula: -29.519 mV
psi at 3 nm, numerical: -29.519 mV
psi at 10 nm, formula: -2.874 mV
psi at 10 nm, numerical: -2.874 mV
apparent far-field surface potential: -77.08 mV
limit 4kT/e of its magnitude: 102.77 mV
compact-layer capacitance (rough input): 20.0 uF/cm2
compact-layer voltage drop: -0.201 V
total electrode potential from zero charge: -0.301 V
total capacitance at zero charge: 10.66 uF/cm2
total capacitance at psi0: 16.06 uF/cm2
total at zero charge, 1 mol/L: 18.39 uF/cm2
ion diameter (rough input): 0.70 nm
finite ion size: charge change: -2.31 %
finite ion size: C change: -6.70 %
optical permittivity (rough input): 1.78
saturation field 1/beta (rough input): 0.71 MV/cm
saturated relative permittivity D/(eps0 E) at wall: 75.0
saturation: charge change: -1.08 %
Bjerrum length: 0.715 nm
correlation coupling parameter: 0.806
bulk correlation ratio lB/(2 lambda): 0.118
image distance (rough input): 0.35 nm
unscreened image attraction: 0.51 kT
permittivity slope (rough input): -0.46 %/K
C0 change on warming by 10 K: -3.9 %
tests ok
```
